\section*{Tangent projection and energy gradient for idempotent density matrices, part 2}

For $N$ doubly occupied real orbitals in $n$ orthonormal basis functions, $\mathcal M$ is the set of projectors $D$ with $\mathrm{Tr}\,D=N$ in $\mathrm{Sym}(n)$, the real symmetric $n\times n$ matrices. The metric is $\langle A,B\rangle=\mathrm{Tr}(A^{T}B)$, with norm $\|A\|$; energies are in hartree ($E_h$). Orthonormal occupied and virtual orbitals are the columns of $C$ and $C_v$; $D=CC^{T}$, $Q=\mathbf 1-D=C_vC_v^{T}$, $F_{vo}=C_v^{T}FC$, $F_{oo}=C^{T}FC$, $X_{vo}=C_v^{T}XC$.

Coordinates $Z$ near $D$, with $Y=C+C_vZ$:
\begin{equation}
D(Z)=Y(Y^{T}Y)^{-1}Y^{T}.
\label{chart}
\end{equation}
\begin{equation}
Z(D')=(C_v^{T}D'C)\,(C^{T}D'C)^{-1}
\label{inverse}
\end{equation}

Vectors $X$ in the tangent space $T_D\mathcal M$ satisfy $DX+XD=X$ and
\begin{equation}
X=C_vX_{vo}C^{T}+CX_{vo}^{T}C_v^{T},
\qquad\text{in blocks}\quad
\begin{pmatrix}0&X_{vo}^{T}\\X_{vo}&0\end{pmatrix}.
\label{tangent}
\end{equation}
\begin{equation}
K=[X,D]=XD-DX=QXD-DXQ .
\label{K}
\end{equation}
generates the curve in $\mathcal M$ with initial velocity $X$:
\begin{equation}
D(t)=e^{tK}De^{-tK}
\label{curve}
\end{equation}

For any symmetric $X$,
\begin{equation}
[D,X]=DX(D+Q)-(D+Q)XD=DXQ-QXD .
\label{first}
\end{equation}
\begin{equation}
[D,[D,X]]=DXQ+QXD=DX+XD-2DXD=\Pi_D(X),
\label{Pi}
\end{equation}
\begin{equation}
[D,[D,[D,X]]]=[D,X],
\label{cube}
\end{equation}
where $\Pi_D$ projects orthogonally on $T_D\mathcal M$. Normal vectors are the symmetric matrices commuting with $D$. For non-idempotent $D$ with eigenvalues $n_p$, in its eigenbasis,
\begin{equation}
[D,[D,X]]_{pq}=(n_p-n_q)^2X_{pq}.
\label{frac}
\end{equation}
For $D_\alpha=\alpha D_1+(1-\alpha)D_2$ with $D_1,D_2\in\mathcal M$,
\begin{align}
D_\alpha^2-D_\alpha
&=(\alpha^2-\alpha)D_1+\bigl((1-\alpha)^2-(1-\alpha)\bigr)D_2+\alpha(1-\alpha)(D_1D_2+D_2D_1)\nonumber\\
&=-\alpha(1-\alpha)\,(D_1+D_2-D_1D_2-D_2D_1)=-\alpha(1-\alpha)\,(D_1-D_2)^2 .
\label{mix}
\end{align}

With one-electron Hamiltonian $h$, two-electron integrals $(pq|rs)$ and Fock matrix $F$,
\begin{equation}
E=2\sum_ih_{ii}+\sum_{ij}\bigl[2(ii|jj)-(ij|ij)\bigr]+E_{\rm nuc},
\label{Eorb}
\end{equation}
\begin{equation}
dE=2\,\mathrm{Tr}(F\,dD),\qquad
F_{pq}=h_{pq}+\sum_{rs}\bigl[2(pq|rs)-(pr|qs)\bigr]D_{rs}.
\label{dE}
\end{equation}
\begin{equation}
\mathrm{grad}\,E=2\,[D,[D,F]]=2\,(DFQ+QFD)=2\,(DF+FD-2DFD).
\label{gradD}
\end{equation}
\begin{equation}
\|[D,[D,F]]\|^2=\|[F,D]\|^2=2\|F_{vo}\|^2,\qquad
\|\mathrm{grad}\,E\|^2=8\|F_{vo}\|^2=4\|[F,D]\|^2 .
\label{normD}
\end{equation}

The two-dimensional example of part (a) has $v=(\cos\theta,\sin\theta)^{T}$ occupied, $w=dv/d\theta$ empty, $D=vv^{T}$, $T=dD/d\theta=wv^{T}+vw^{T}$ and $\mathrm{Tr}(TT)=2$.

Part (f) asks us to describe tangent vectors by changes of $C$, relate the norms in the two descriptions, find the gradients with respect to $C$ and to occupied--virtual rotation angles, and compare with (\ref{gradD}).

\subsection*{Solution}

Differentiating $C^{T}C=\mathbf 1$ gives $\delta C^{T}C+C^{T}\delta C=0$, so $\Omega=C^{T}\delta C$ is antisymmetric. Splitting $\delta C=(D+Q)\delta C$,
\begin{equation}
\delta C=C\Omega+\Delta,\qquad \Delta=Q\,\delta C,\qquad C^{T}\Delta=0 .
\end{equation}
The induced change of $D=CC^{T}$ is
\begin{equation}
X=\delta C\,C^{T}+C\,\delta C^{T}=C(\Omega+\Omega^{T})C^{T}+\Delta C^{T}+C\Delta^{T}=\Delta C^{T}+C\Delta^{T}.
\label{lift}
\end{equation}
Rotations among occupied orbitals drop out. Writing $\Delta=C_v\kappa$ with $\kappa=C_v^{T}\Delta$ and comparing with (\ref{tangent}) shows $\kappa=X_{vo}$. The map $\Delta\mapsto X$ is one-to-one onto $T_D\mathcal M$, with inverse $\Delta=XC$, because $XC=\Delta C^{T}C+C\Delta^{T}C=\Delta$. For two such vectors,
\begin{align}
\mathrm{Tr}(XX')&=\mathrm{Tr}(\Delta C^{T}\Delta'C^{T})+\mathrm{Tr}(\Delta C^{T}C\Delta'^{T})
+\mathrm{Tr}(C\Delta^{T}\Delta'C^{T})+\mathrm{Tr}(C\Delta^{T}C\Delta'^{T})\nonumber\\
&=2\,\mathrm{Tr}(\Delta^{T}\Delta'),
\label{metric}
\end{align}
since the first and last terms contain $C^{T}\Delta'=0$ or $\Delta^{T}C=0$, and the two middle terms each reduce to $\mathrm{Tr}(\Delta^{T}\Delta')$. The Frobenius metric on density matrices is twice the natural metric on orbital changes. This is the $\mathrm{Tr}(TT)=2$ of part (a), where a unit change of $v$ moved $D$ by $\sqrt2$.

Insert (\ref{lift}) into (\ref{dE}). The two terms are transposes of each other and have the same trace:
\begin{equation}
dE=2\,\mathrm{Tr}(F\Delta C^{T})+2\,\mathrm{Tr}(FC\Delta^{T})=4\,\mathrm{Tr}(\Delta^{T}FC)=4\,\mathrm{Tr}(\Delta^{T}QFC),
\end{equation}
the last step using $\Delta=Q\Delta$. The matrix $4QFC$ obeys $C^{T}(4QFC)=0$, so it is an allowed $\Delta$, and in the metric $\mathrm{Tr}(\Delta^{T}\Delta')$ the gradient is
\begin{equation}
\mathrm{grad}_CE=4(\mathbf 1-D)FC=4\,(FC-CF_{oo})=4\,C_vF_{vo},\qquad
\|\mathrm{grad}_CE\|^2=16\|F_{vo}\|^2 .
\label{gradC}
\end{equation}
It is four times the residual of the equation $FC=CF_{oo}$. The unprojected $4FC$ is the derivative of $E(CC^{T})$ with the constraint ignored; its extra part $4CF_{oo}$ would change the lengths and angles of the occupied orbitals and does not vanish at convergence. If instead the energy is continued to non-orthonormal $C$ through $D=C(C^{T}C)^{-1}C^{T}$, then at $C^{T}C=\mathbf 1$, with $\delta(M^{-1})=-\delta M$ at $M=\mathbf 1$,
\begin{equation}
\delta D=\delta C\,C^{T}+C\,\delta C^{T}-C(\delta C^{T}C+C^{T}\delta C)C^{T}=Q\,\delta C\,C^{T}+C\,\delta C^{T}Q
\end{equation}
for arbitrary $\delta C$, and the ordinary entry-by-entry derivative is already $4QFC$.

For rotation angles, take
\begin{equation}
(C\ \ C_v)\;\longrightarrow\;(C\ \ C_v)\,\exp\begin{pmatrix}0&-\kappa^{T}\\ \kappa&0\end{pmatrix}.
\end{equation}
To first order the occupied columns become $C+C_v\kappa$, so $\Delta=C_v\kappa$ and $dE=4\,\mathrm{Tr}(\kappa^{T}F_{vo})$. With $a$ labelling virtual and $i$ occupied orbitals,
\begin{equation}
\left.\frac{\partial E}{\partial\kappa_{ai}}\right|_{\kappa=0}=4F_{ai}.
\label{kappa}
\end{equation}
Of the factor $4$, one $2$ counts the two spins and the other the two appearances of each orbital in $D$. The sign follows the convention that $\kappa_{ai}$ is the amount of virtual orbital $a$ added to occupied orbital $i$. In the original basis the generator is $C_v\kappa C^{T}-C\kappa^{T}C_v^{T}=\Delta C^{T}-C\Delta^{T}=XD-DX$, which is the $K$ of (\ref{K}).

The orbital change belonging to the density gradient is, by $\Delta=XC$,
\begin{equation}
(\mathrm{grad}\,E)\,C=2(DFQ+QFD)C=2QFC=\tfrac12\,\mathrm{grad}_CE ,
\label{link}
\end{equation}
since $QC=0$ and $DC=C$. The two gradients are parallel but are not the same tangent vector. The differential $dE$ is independent of the metric, and doubling the metric halves the vector that represents it. With the metric $\tfrac12\mathrm{Tr}(XY)$ on $\mathcal M$ the density gradient is $4[D,[D,F]]$, its orbital image is $4QFC$, and its squared length is $\tfrac12\cdot16\cdot2\|F_{vo}\|^2=16\|F_{vo}\|^2$, in agreement with (\ref{gradC}). A step length tuned in one form must be halved or doubled in the other, and convergence thresholds on the two norms differ by $\sqrt2$.

The two-dimensional case checks the factors. Take a fixed $F=\mathrm{diag}(\varepsilon_1,\varepsilon_2)$ and the independent-electron energy $E=2\,\mathrm{Tr}(FD)=2(\varepsilon_1\cos^2\theta+\varepsilon_2\sin^2\theta)$. Direct differentiation gives $dE/d\theta=2(\varepsilon_2-\varepsilon_1)\sin2\theta$. The formula gives $F_{vo}=w^{T}Fv=(\varepsilon_2-\varepsilon_1)\sin\theta\cos\theta$, and $4F_{vo}$ is the same expression.

\section*{(g) Steepest descent on the manifold}

Write the steepest-descent flow and its rate of energy loss, give a finite step that stays on $\mathcal M$, show that it follows a geodesic, and estimate the largest stable step.

\subsection*{Solution}

The flow is $\dot D=-\mathrm{grad}\,E=-2[D,[D,F(D)]]$, and along it
\begin{equation}
\dot E=\langle\mathrm{grad}\,E,\dot D\rangle=-\|\mathrm{grad}\,E\|^2=-8\|F_{vo}\|^2\le0 .
\label{rate}
\end{equation}
The flow parameter has the unit $E_h^{-1}$, since $D$ is dimensionless. For a finite step use the curve (\ref{curve}) with $X=-\mathrm{grad}\,E$. From (\ref{K}) and (\ref{cube}),
\begin{equation}
K=[X,D]=-[D,X]=2\,[D,[D,[D,F]]]=2\,[D,F],\qquad
D\leftarrow e^{\tau K}De^{-\tau K}.
\label{step}
\end{equation}
As a check of the sign, $[K,D]=-[D,K]=-2[D,[D,F]]$. The step preserves idempotency and trace for any $\tau$.

A curve on an embedded surface is a geodesic when its acceleration is normal to the surface. For (\ref{curve}), $R=e^{tK}$ commutes with $K$, so $\ddot D(t)=R\,[K,[K,D]]\,R^{T}=R\,[K,X]\,R^{T}$. Both $K=QXD-DXQ$ and $X=QXD+DXQ$ have only off-diagonal blocks, and a product of two such matrices contains only terms of the forms $D\cdots D$ and $Q\cdots Q$. So $[K,X]$ commutes with $D$, and $R[K,X]R^{T}$ commutes with $D(t)=RDR^{T}$ and is normal there by part (d).

In the two-level model with $\Delta\varepsilon=\varepsilon_2-\varepsilon_1>0$, the generator is $K=-2F_{vo}(wv^{T}-vw^{T})$ by (\ref{first}). The matrix $wv^{T}-vw^{T}$ sends $v$ to $w$ and $w$ to $-v$, so it generates rotation of the plane at unit rate, and the step is exactly
\begin{equation}
\theta\leftarrow\theta-2\tau F_{vo}=\theta-\tau\,\Delta\varepsilon\sin2\theta .
\end{equation}
Near the minimum $\theta=0$ this is $\theta\leftarrow(1-2\tau\Delta\varepsilon)\,\theta$, which converges if $|1-2\tau\Delta\varepsilon|<1$, that is $\tau<1/\Delta\varepsilon$. With many orbitals and a fixed $F$, each pair $(a,i)$ behaves this way near the minimum: the widest gap limits $\tau$, and the narrowest gap among the pairs present in the starting deviation sets the rate. The dependence of $F$ on $D$ modifies the effective gaps, so for Hartree--Fock this is an estimate. The model also shows that $|\sin2\theta|$, and with it the gradient, grows during descent while $\theta$ lies between $45^\circ$ and $90^\circ$, where $d^2E/d\theta^2=4\Delta\varepsilon\cos2\theta$ is negative. At $\theta=90^\circ$ the upper level is occupied, the gradient is zero and the energy is at its maximum.

\section*{(h) A non-orthogonal basis}

Let the basis have overlap matrix $S$ and mark quantities in it with a tilde, so that $\tilde C^{T}S\tilde C=\mathbf 1$, $\tilde D=\tilde C\tilde C^{T}$ and $dE=2\,\mathrm{Tr}(\tilde F\,d\tilde D)$. Transform the metric, the projection and both gradients.

\subsection*{Solution}

$S$ is symmetric and positive definite, so $S^{\pm1/2}$ exist. The L\"owdin transformation $C=S^{1/2}\tilde C$ gives $C^{T}C=\mathbf 1$ and $D=S^{1/2}\tilde DS^{1/2}$; changes of the density transform alike, $X=S^{1/2}\tilde XS^{1/2}$. From $\mathrm{Tr}(\tilde F\,d\tilde D)=\mathrm{Tr}(S^{-1/2}\tilde FS^{-1/2}\,dD)$ it follows that $F=S^{-1/2}\tilde FS^{-1/2}$, the opposite rule. Idempotency $D^2=D$ becomes $\tilde DS\tilde D=\tilde D$, and the metrics become $\mathrm{Tr}(XY)=\mathrm{Tr}(\tilde XS\tilde YS)$ and $\mathrm{Tr}(\Delta^{T}\Delta')=\mathrm{Tr}(\tilde\Delta^{T}S\tilde\Delta')$.

Multiply (\ref{Pi}) by $S^{-1/2}$ on both sides. Each product of two density-like matrices leaves $S^{1/2}S^{1/2}=S$ between them:
\begin{equation}
\tilde\Pi(\tilde X)=\tilde DS\tilde X+\tilde XS\tilde D-2\tilde DS\tilde XS\tilde D .
\end{equation}
In (\ref{gradD}) the factors between $D$ and $F$ cancel, while $F$ at an end of the product picks up $S^{-1/2}S^{-1/2}$. Thus $S^{-1/2}DFS^{-1/2}=\tilde D\tilde FS^{-1}$ and $S^{-1/2}DFDS^{-1/2}=\tilde D\tilde F\tilde D$, and
\begin{equation}
\widetilde{\mathrm{grad}\,E}=2\,(\tilde D\tilde FS^{-1}+S^{-1}\tilde F\tilde D-2\tilde D\tilde F\tilde D).
\label{gradAO}
\end{equation}
This is $\tilde\Pi$ applied to $2S^{-1}\tilde FS^{-1}$. For the orbitals,
\begin{equation}
S^{-1/2}\,4(\mathbf 1-D)FC=4\,S^{-1/2}\bigl(\mathbf 1-S^{1/2}\tilde DS^{1/2}\bigr)S^{-1/2}\tilde F\tilde C=4\,(S^{-1}-\tilde D)\,\tilde F\tilde C .
\end{equation}
The plain double commutator $[\tilde D,[\tilde D,\tilde F]]$ combines matrices that transform by opposite rules. When $S\neq\mathbf 1$ it is in general not proportional to the gradient and need not vanish at a stationary point. The stationarity condition transforms as $S^{1/2}[F,D]S^{1/2}=\tilde F\tilde DS-S\tilde D\tilde F$, the usual error matrix of DIIS. It vanishes with the gradient, but its Frobenius norm obeys (\ref{normD}) only after the factors $S^{1/2}$ are removed.

\section*{(i) Silane in a minimal basis}

Take tetrahedral SiH$_4$ with the chosen bond length $1.480$~\AA{} $=2.796795$ bohr, roughly that of the real molecule, in restricted Hartree--Fock with the STO-3G basis, orthonormalized as in part (h). Start from the projector $D_0$ on the lowest eigenvectors of $h$. Count dimensions, evaluate the gradient norms, examine one descent step and a long descent with $\tau=0.010\,E_h^{-1}$, and test the double commutator on an equal mixture of the first and last densities.

\subsection*{Solution}

The basis has $n=13$ functions and the $18$ electrons fill $N=9$ orbitals, leaving $4$ virtual ones. The ambient dimension is $13\cdot14/2=91$, the tangent dimension $9\cdot4=36$, and the normal dimension $9\cdot10/2+4\cdot5/2=55$, with $36+55=91$. The ninth and tenth eigenvalues of $h$ are separated by $2.844769\,E_h$, so $D_0$ is unique and has the symmetry of the molecule. Its energy is $E_0=-284.24134190\,E_h$, including $E_{\rm nuc}=21.336652\,E_h$.

The individual $F_{ai}$ depend on the choice of orbitals within each space, but the singular values of $F_{vo}$ do not. They are $0.397901\,E_h$ once and $0.321140\,E_h$ three times, the pattern expected when the virtual space holds one totally symmetric orbital and one triply degenerate set, since $F$ couples only orbitals of the same symmetry. The squared norm is the sum of their squares,
\begin{equation}
\|F_{vo}\|^2=0.397901^2+3\times0.321140^2=0.46772\ E_h^2,\qquad\|F_{vo}\|=0.683900\ E_h .
\end{equation}
Equations (\ref{normD}) and (\ref{gradC}) then give
\begin{align}
\|[F,D_0]\|&=\sqrt2\times0.683900=0.96718\ E_h,\nonumber\\
\|\mathrm{grad}\,E\|^2&=8\times0.467719=3.74175\ E_h^2,\qquad\|\mathrm{grad}\,E\|=1.934360\ E_h,\nonumber\\
\|\mathrm{grad}_CE\|^2&=16\times0.467719=7.4835\ E_h^2,\qquad\|\mathrm{grad}_CE\|=2.735598\ E_h .
\end{align}
The ratio $2.735598/1.934360=1.41421$ is the $\sqrt2$ of the metrics. The atomic-orbital expression (\ref{gradAO}), measured in the metric of part (h), gives $1.934360\,E_h$ again. The whole Fock matrix has $\|F\|=66.570035\,E_h$, and its tangent part is the fraction $0.967180/66.570035=0.0145$ of this. The rest is normal to $\mathcal M$ and cannot change the energy at first order.

Any two eigenvalues $a$, $b$ of $F$ obey $|a-b|\le\sqrt{2(a^2+b^2)}\le\sqrt2\,\|F\|$, here about $94\,E_h$, so $\tau=0.010$ satisfies the estimate $\tau\Delta\varepsilon<1$ for the starting Fock matrix. The finite-difference slope along (\ref{step}) is $-3.741749\,E_h^2$, equal to $-8\|F_{vo}\|^2$. The linear prediction for one step is $0.010\times(-3.741749)=-0.037417\,E_h$. The actual change is $-284.27879561+284.24134190=-0.037454\,E_h$.

The energy falls by more than the linear prediction. The excess, about $-3.6\times10^{-5}\,E_h$, equals $\tfrac12\tau^2E''$ if higher orders are neglected, which gives $E''\approx-0.72\,E_h^3$, close to the second derivative itself, $-0.75\,E_h^3$: the energy is concave along the descent direction at this point. Concavity makes the gradient grow at first order in $\tau$. Along the geodesic $D(\tau)$, with $g=\mathrm{grad}\,E$, one has $E'=\langle g,\dot D\rangle$ and $E''=\langle\dot g,\dot D\rangle+\langle g,\ddot D\rangle$; the last term vanishes because $\ddot D$ is normal, and at $\tau=0$, where $\dot D=-g$, this gives $d\|g\|^2/d\tau=-2E''$. The first-order rise of the norm in one step is then about $0.010\times0.75/1.934\approx0.004\,E_h$, a little over a third of the observed rise of $0.010\,E_h$; the rest is almost entirely second order in $\tau$. The gradient norm goes from $1.934$ to $1.945$ after one step and $2.068\,E_h$ after ten, while the energy falls at every step, to $-284.64021673\,E_h$ at step $10$. As in the concave region of the two-level model, the gradient grows while the energy falls, but the cause is different. With $F$ held fixed, the curvature along the descent direction would be positive here, $+2.1\,E_h^3$, even though the highest occupied level of $F$ lies above the virtual ones. The concavity comes from the response of $F$ to the change of $D$, which contributes $-2.9\,E_h^3$ and is absent from the model. Steepest descent with a small enough step lowers the energy, and a growing commutator early in such a minimization is not a sign of failure. At step $100$ the energy is $-287.66982860\,E_h$ and the gradient norm $0.9642\,E_h$; at step $1000$ they are $-287.91018150\,E_h$ and $1.384\times10^{-7}\,E_h$. The mean decay over these $900$ steps is $\ln(0.9642/1.384\times10^{-7})/900=0.0175$ per step, an average that includes steps still far from the minimum. Read with the factor $1-2\tau\Delta\varepsilon$ of part (g), it corresponds to an effective gap of about $0.0175/(2\times0.010)\approx0.9\,E_h$, far below the largest gap $1/\tau=100\,E_h$ that this step could tolerate. The asymptotic decay corresponds to $0.84\,E_h$. This is not the smallest effective gap at the minimum: the eigenvalues of one quarter of the Hessian in $\kappa$ run from $0.67$ to $68\,E_h$, but a descent started from a symmetric density keeps the symmetry and never excites the lowest modes. The upper value limits the stable step to $\tau<0.0147\,E_h^{-1}$. At step $3000$ the norm is $2.8\times10^{-14}\,E_h$, the level of rounding error. The final energy agrees with an independent self-consistent-field calculation, $-287.91018150\,E_h$, and lies $3.668840\,E_h$ below $E_0$. These numbers belong to the minimal basis and not to the molecule: in the cc-pVTZ basis the Hartree--Fock energy is $3.35\,E_h$ lower, and the gap between the highest occupied and lowest virtual orbitals falls from $0.94$ to $0.64\,E_h$.

For the mixture $D_m=\tfrac12(D_0+D_{\rm final})$ the idempotency error is $\|D_m^2-D_m\|=0.371850$, which by (\ref{mix}) is one quarter of $\|(D_0-D_{\rm final})^2\|$. Represented as a $91\times91$ matrix $\Pi$ on an orthonormal basis of $\mathrm{Sym}(13)$, the double commutator with $D_m$ has $\|\Pi^2-\Pi\|=1.336389$, so it is not a projection. This agrees with (\ref{frac}): two nine-dimensional subspaces of a thirteen-dimensional space share at least five dimensions, so $D_m$ has occupations equal to $1$ beside the fractional ones, and the differences between the two kinds lie strictly between $0$ and $1$.

The numerical check below compares the tangent projection and the gradients with separate constructions, mainly finite differences and null spaces. It builds the tangent space from finite-difference velocities of rotated projectors and from the null space of $X\mapsto DX+XD-X$, and compares both projectors with the matrix of $[D,[D,\,\cdot\,]]$. It differentiates the nearest projector, found by diagonalization, in real and complex cases, and checks that the chart (\ref{chart}) gives a projector of trace $N$ from which (\ref{inverse}) recovers $Z$. It assembles the density gradient from energy slopes along $36$ orthonormal tangent directions, and the orbital and rotation gradients from finite differences of the orbital sum (\ref{Eorb}), which involves no Fock matrix; the deviations from (\ref{gradD}), (\ref{gradC}) and (\ref{kappa}) are $3.9\times10^{-10}$, $5.6\times10^{-10}$ and $2.7\times10^{-10}\,E_h$. The atomic-orbital forms and the converged energy are compared with energies and a Fock matrix from a separate electronic-structure code.

\section*{Values computed for the example and the checks}
\begin{verbatim}
2x2: theta = 30 deg, X = [[1,2],[2,3]] (dimensionless)
2x2: D11 D12 D22 = 0.750000 0.433013 0.250000
2x2: T11 T12 T22 = -0.866025 0.500000 0.866025
2x2: Tr(TT) = 2.000000, Tr(XT) = 3.732051, half = 1.866025
2x2: Pi11 Pi12 Pi22 = -1.616025 0.933013 1.616025
complex n=6 N=2: real tangent dimension = 16
r(Si-H) = 1.480 angstrom = 2.796795 bohr
n = 13, N = 9, n-N = 4, E_nuc = 21.336652 Eh
core-guess gap = 2.844769 Eh, E0 = -284.24134190 Eh
dim Sym = 91, dim T = 36, dim normal = 55
singular values of F_vo (Eh): 0.397901 0.321140 0.321140 0.321140
|F_vo| = 0.683900 Eh, |F_vo|^2 = 0.467719 Eh^2
|F| = 66.570035 Eh, |[F,D]| = 0.967180 Eh
|grad_D| = 1.934360 Eh, squared = 3.741749 Eh^2
|grad_C| = 2.735598 Eh, squared = 7.483497 Eh^2
FD errors grad_D, grad_C, kappa (Eh): 3.9e-10 5.6e-10 2.7e-10
AO: sqrt Tr(gSgS) = 1.934360 Eh
slope FD = -3.741749 Eh^2, -8|F_vo|^2 = -3.741749 Eh^2
tau = 0.010 1/Eh: dE linear = -0.037417 Eh, actual = -0.037454 Eh
step    1: E = -284.27879561 Eh, |grad_D| = 1.945e+00 Eh
step   10: E = -284.64021673 Eh, |grad_D| = 2.068e+00 Eh
step  100: E = -287.66982860 Eh, |grad_D| = 9.642e-01 Eh
step 1000: E = -287.91018150 Eh, |grad_D| = 1.384e-07 Eh
step 3000: E = -287.91018150 Eh, |grad_D| = 2.809e-14 Eh
pyscf SCF energy = -287.91018150 Eh, E0 - E = 3.668840 Eh
50/50 mix: |D^2-D| = 0.371850, |Pi^2-Pi| = 1.336389
\end{verbatim}
